# Schottky barrier lowering and thermionic current at a hot cathode

## Problem

The cathode of an electron-beam writer is held at $T=1800$ K. A field of magnitude $F=100$ million V/m at its surface pulls electrons outward. By how much does this field lower the barrier that electrons must cross to leave the metal, and by what factor does it raise the thermionic current density?

Take the surface to be flat, clean and perfectly conducting, with vacuum at $x>0$. The charge of the electron is $-e$, with $e>0$. Its potential energy $V$ is measured from the vacuum level at zero field, and the work function $\phi$ is the height of that level above the Fermi level. The reference current is the zero-field saturation current: every electron that gets over the barrier is collected, and space charge does not hold it back. Temperature and work function are the same with and without the field.

## First estimate by scaling

Two energies compete outside the metal. The electron is attracted by the charge it induces on the surface, with an energy of order $e^2/(4\pi\varepsilon_0x)$. The applied field lowers its energy by $eFx$. They are comparable at a distance $\ell$ given by

$$
\frac{e^2}{4\pi\varepsilon_0\ell}=eF\ell,
\qquad
\ell=\sqrt{\frac{e}{4\pi\varepsilon_0F}} .
$$

The lowering should therefore be of order

$$
eF\ell=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .
$$

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm and $F=0.10$ V/nm, $\ell=\sqrt{1.440/0.10}=3.8$ nm and the energy is $0.10\times3.8=0.38$ eV. The thermal energy is $kT=0.155$ eV, so the lowering is a few times $kT$ and the current should rise markedly.

Scaling does not fix the numerical coefficient, and the current depends on it exponentially. If the coefficient were $1/2$, the factor would be $e^{1.2}\approx3$; if it were 2, it would be $e^{4.9}\approx130$. The coefficient has to be derived.

## Exact solution of the classical barrier model

### The image force

Put the electron at distance $d$ from the surface. The potential must be constant on the metal plane. A fictitious charge $+e$ at $x=-d$ achieves this, because every point of the plane is equally far from the two opposite charges. By the uniqueness of the electrostatic solution, the field in the vacuum is that of the electron and this image.

At a surface point a distance $r$ from the foot of the perpendicular, each charge contributes $ed/[4\pi\varepsilon_0(r^2+d^2)^{3/2}]$ to the field component along $+x$. The field inside the metal is zero, so the surface charge density is $\varepsilon_0$ times the sum:

$$
\sigma(r)=\frac{ed}{2\pi(r^2+d^2)^{3/2}} .
$$

This positive charge attracts the electron. In the vacuum it produces the same field as the image, which lies $2d$ from the electron. The force toward the metal is therefore

$$
\frac{e^2}{4\pi\varepsilon_0(2d)^2}=\frac{e^2}{16\pi\varepsilon_0d^2}.
$$

The potential energy at $x$ is minus the work needed to take the electron from $x$ to infinity against this force:

$$
V_{\rm image}(x)=-\int_x^\infty\frac{e^2}{16\pi\varepsilon_0s^2}\,ds
=-\frac{e^2}{16\pi\varepsilon_0x}.
$$

Two fixed charges $\pm e$ a distance $2x$ apart would have the energy $-e^2/(8\pi\varepsilon_0x)$, twice as large in magnitude. The factor of one half arises because the image is not fixed: it recedes as the electron does, and the force falls faster than that of a stationary charge.

### The top of the barrier

The applied field gives a constant outward force $eF$ and hence an energy $-eFx$. Electrostatics is linear, so the two contributions add:

$$
V(x)=-\frac{e^2}{16\pi\varepsilon_0x}-eFx .
$$

At the top the slope vanishes:

$$
\frac{dV}{dx}=\frac{e^2}{16\pi\varepsilon_0x^2}-eF=0
\quad\Longrightarrow\quad
x_0=\sqrt{\frac{e}{16\pi\varepsilon_0F}} .
$$

The second derivative, $-e^2/(8\pi\varepsilon_0x^3)$, is negative, so this is a maximum. The condition $eF=e^2/(16\pi\varepsilon_0x_0^2)$, multiplied by $x_0$, shows that the two energies are equal there. Thus

$$
V(x_0)=-2eFx_0=-2\sqrt{\frac{e^3F}{16\pi\varepsilon_0}}
=-\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .
$$

The top lies below the zero-field vacuum level by

$$
\boxed{\Delta\phi=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}}}
$$

For the given field,

$$
x_0=\sqrt{\frac{0.3600}{0.10}}\ {\rm nm}=1.90\ {\rm nm},
\qquad
\Delta\phi=\sqrt{1.440\times0.10}\ {\rm eV}=0.38\ {\rm eV}.
$$

The image and field terms each contribute $-0.19$ eV. Without the factor of one half in the image energy, the lowering would come out as 0.537 eV.

### The current over the barrier

Let $\phi_{\rm eff}=\phi-\Delta\phi$ be the height of the top above the Fermi level. In this model an electron escapes if the energy of its motion normal to the surface exceeds the top, and is otherwise turned back.

Measure kinetic energy from the bottom of a free-electron band, with the Fermi level at $\mu$. Escape requires $p_x^2/2m>\mu+\phi_{\rm eff}$. With two spin states per phase-space volume $h^3$, the outward current density is

$$
J=\frac{2e}{h^3}\int\frac{p_x}{m}\,f\,dp_x\,dp_y\,dp_z .
$$

Escaping electrons lie at least $\phi_{\rm eff}$ above the Fermi level. If $\phi_{\rm eff}\gg kT$, the Fermi function there is $f\approx e^{-(p^2/2m-\mu)/kT}$, and the integral factorizes. The transverse part is

$$
\int_{-\infty}^{\infty}\!\int_{-\infty}^{\infty}
e^{-(p_y^2+p_z^2)/2mkT}\,dp_y\,dp_z=2\pi mkT .
$$

For the normal part, set $E=p_x^2/2m$, so that $dE=p_x\,dp_x/m$:

$$
\int_{\mu+\phi_{\rm eff}}^\infty e^{-E/kT}\,dE
=kT\,e^{-(\mu+\phi_{\rm eff})/kT}.
$$

The factor $e^{\mu/kT}$ from $f$ cancels the factor $e^{-\mu/kT}$ here, leaving

$$
J=AT^2e^{-\phi_{\rm eff}/kT},
\qquad
A=\frac{4\pi mek^2}{h^3}.
$$

Dividing the current with the field by that without it removes $A$, $T^2$ and $\phi$:

$$
\boxed{\frac{J(F)}{J(0)}=e^{\Delta\phi/kT}}
$$

The exponent is $\Delta\phi/kT=2.446$, and the factor is $e^{2.446}=11.5$.

The absolute current does need a work function. With $\phi=2.9$ eV and $A=120$ A/(cm² K²), the current density rises from 3.0 to 34 A/cm². The effective barrier is then 2.52 eV, about 16 times $kT$, so the Boltzmann form of $f$ is well justified.

## Comparison of the two

The scaling estimate has the right power of the field and, as the derivation shows, the right coefficient. The image energy carries a factor $1/4$ relative to $e^2/(4\pi\varepsilon_0x)$. Balancing the two energies turns this into $\sqrt{1/4}=1/2$, and the two equal contributions at the top restore the factor 2. The estimate does not get everything right: its length $\ell$ is twice the true distance $x_0$.

The exponential shows why the coefficient matters. The erroneous lowering of 0.537 eV is too large by a factor $\sqrt2$, but it would give a current factor of 31.8 instead of 11.5.

### Weaker fields and small changes

At 10 million V/m the lowering is smaller by $\sqrt{10}$, namely 0.120 eV, and the current factor is 2.17. In this model $\ln J$ at fixed temperature is a straight line in $\sqrt F$. When $\Delta\phi\ll kT$, the factor tends to $1+\Delta\phi/kT$, provided that the weak field still removes the space charge.

Near the given conditions, a field 10 % higher raises the current factor by 12.7 %. A cathode 20 K hotter has a factor 2.7 % smaller, because the same lowering is divided by a larger $kT$. Its absolute current is nevertheless larger, since $AT^2e^{-\phi_{\rm eff}/kT}$ grows with temperature.

### What quantum mechanics changes

Electrons can tunnel just below the top and can be reflected just above it. Near $x_0$ the barrier is an inverted parabola whose frequency follows from the second derivative found above:

$$
m\omega^2=\frac{e^2}{8\pi\varepsilon_0x_0^3},
\qquad
\hbar\omega=0.090\ {\rm eV}.
$$

The transmission of such a parabola, a standard result of the Schrödinger equation, is $1/(1+e^{-2\pi\epsilon/\hbar\omega})$ at an energy $\epsilon$ above the top. Weight it with $e^{-\epsilon/kT}$, and let $t=\epsilon/kT$ and $q=\hbar\omega/(2\pi kT)$. The classical average is $\int_0^\infty e^{-t}dt=1$. The quantum one, with $u=e^{-t/q}$, is

$$
\int_{-\infty}^{\infty}\frac{e^{-t}}{1+e^{-t/q}}\,dt
=q\int_0^\infty\frac{u^{q-1}}{1+u}\,du
=\frac{\pi q}{\sin\pi q},
\qquad 0<q<1 .
$$

Here $q=0.092$, and the current rises by 1.4 %.

The parabola omits the steep part of the potential near the metal. To include it, the image barrier was joined to a flat band 10 eV below the vacuum level, and the Schrödinger equation was integrated numerically at each energy. The thermally averaged transmission, relative to the classical value of 1, is 0.966 without the field and 0.921 with it. The current factor becomes

$$
11.5\times\frac{0.921}{0.966}\approx11.0 .
$$

For this sharp junction the net correction is thus about $-5$ %, opposite in sign to that of the parabola alone. Part of it is reflection at the artificial kink where the barrier meets the flat band. If the kink is smoothed by averaging the potential over position with a Gaussian weight, the correction shrinks: it is about $-4.5$ % for a standard deviation of 0.01 nm and about $-2$ % for 0.05 nm, and at 0.1 nm it changes sign to about $+0.7$ %. The $-5$ % therefore belongs to the sharp junction and should not be taken as the correction for a real surface.

At 1000 million V/m the lowering is 1.20 eV. The parabola now predicts a current 1.63 times the classical one, whereas the full barrier gives a current factor 1.15 times that of the simple law. In this model the parabola alone is a poor guide at this field, and the simple law errs by about 15 %. That figure depends on how the barrier is joined to the metal: with the 0.05 nm smoothing, or with a sharp junction to a band 15 eV below the vacuum level, the factor lies between 1.2 and 1.3, instead of 1.15, and with 0.1 nm smoothing it reaches about 1.45. Part of this rise comes from the smoothing itself, which lowers the top of the barrier (worth about 3 % at 0.05 nm). The 15 % is not a general error bound.

### A real emitter

The work function of 2.9 eV is a rough value for a zirconiated-tungsten Schottky emitter, a common source in electron-beam writers. Such emitters often run at several times the field chosen here, where the lowering is larger. Their tips are curved, with a radius $R$ of roughly 500 nm, although the emission comes mainly from a small flat facet at the end. A sphere therefore gives only a rough estimate of the effect of curvature. For a sphere at fixed potential, the image energy is divided by $1+x/2R$ and the field energy by $1+x/R$; finding the new maximum numerically reduces the current by 0.7 %.

Space charge is also small in this example. Electrons starting from rest have speed $v=\sqrt{2eFx/m}$ and charge density of magnitude $J/v$. Over a path $L$ they reduce the surface field by about

$$
\Delta F=\frac{J}{\varepsilon_0}\int_0^L\frac{dx}{v}
=\frac{J}{\varepsilon_0}\sqrt{\frac{2mL}{eF}} .
$$

For $L=1000$ nm this is 0.013 % of $F$. The formula counts every electron with full weight and assumes a uniform field. If an anode at distance $L$ is held at fixed voltage, charge at $x$ counts only with weight $1-x/L$, and the result is two thirds as large, 0.009 %. For a sphere of radius 500 nm with the anode 0.5 mm away it is about 0.03 %. In each case it is negligible. A more serious departure is a surface that is not uniform or not constant. If the adsorbed layer changed so that $\phi$ fell by 0.05 eV after the current without the field was measured and before the current with the field was measured, the ratio $J(F)/J(0)$ would be multiplied by $e^{0.05/0.155}\approx1.4$. The factor of about 11.5 therefore describes the effect of the field alone, on a surface whose work function stays fixed.

All numerical values are calculated from the stated model.
